# Exchange and spin-orbit torques between eigenstates, and their role in Gilbert damping

An electron in a ferromagnet feels two spin-dependent forces: the exchange field of the magnetization and the spin-orbit coupling. Both can turn its spin. Gilbert damping, the friction on a precessing magnetization, can be written with the matrix elements of either torque. This problem finds how the two sets of elements are related, and what happens to the damping when energy levels have a width.

**Setting.** The algebra uses atomic units, so \(\hbar=1\). The one-electron Hamiltonian is

\[
H=H_0+H_{xc}+H_{so},\qquad H_{xc}=\mathbf b\cdot\boldsymbol\sigma,\qquad H_{so}=\boldsymbol\Lambda\cdot\boldsymbol\sigma .
\]

\(H_0\) contains no spin operator. The exchange field \(\mathbf b(\mathbf r)\) may change direction in space, and \(\boldsymbol\Lambda\) is a Hermitian orbital operator; for an atomic shell \(\boldsymbol\Lambda=(\xi/2)\mathbf L\). The spin is \(\mathbf s=\boldsymbol\sigma/2\), and the torques are the two contributions to its rate of change,

\[
\mathbf T_{xc}=i[H_{xc},\mathbf s],\qquad \mathbf T_{so}=i[H_{so},\mathbf s].
\]

This is a mean-field description, such as Kohn-Sham theory. "Exact eigenstates" means eigenstates of this full \(H\), spin-orbit coupling included. It does not mean eigenstates of the interacting many-electron Hamiltonian, which contains no exchange field.

## (a) The torque operators

**Question.** Evaluate both commutators. Does \(H_0\) exert a torque on the total spin?

**Solution.** Orbital operators commute with spin operators, so only the Pauli matrices need care. With \([\sigma_a,\sigma_c]=2i\varepsilon_{acd}\sigma_d\) and repeated indices summed,

\[
T_{xc,c}=\frac i2\,b_a[\sigma_a,\sigma_c]
=\frac i2\,b_a\,2i\,\varepsilon_{acd}\sigma_d
=-\varepsilon_{acd}b_a\sigma_d=\varepsilon_{cad}b_a\sigma_d .
\]

The last step exchanges two indices, which changes the sign. The result is a cross product, and the same steps hold for \(\boldsymbol\Lambda\):

\[
\mathbf T_{xc}=\mathbf b\times\boldsymbol\sigma,\qquad
\mathbf T_{so}=\boldsymbol\Lambda\times\boldsymbol\sigma .
\]

Since \([H_0,\mathbf s]=0\), \(H_0\) exerts no torque on the total spin, and

\[
i[H,\mathbf s]=\mathbf T_{xc}+\mathbf T_{so}. \tag{1}
\]

The word "total" matters. If \(P\) projects onto one layer of a device, the spin in that layer is \(P\mathbf s\), and \(i[H_0,P\mathbf s]=i[H_0,P]\mathbf s\) is generally nonzero: it is the spin carried in and out by moving electrons. What follows concerns the spin of the whole system, not of each layer.

## (b) Matrix elements between eigenstates

**Question.** Let \(H|n\rangle=E_n|n\rangle\). Relate the elements of the two torques, first for any energies and then for equal ones.

**Solution.** Take (1) between \(\langle m|\) and \(|n\rangle\). In \(H\mathbf s\) the Hamiltonian acts to the left and gives \(E_m\); in \(\mathbf sH\) it acts to the right and gives \(E_n\):

\[
i\langle m|H\mathbf s-\mathbf sH|n\rangle=i(E_m-E_n)\langle m|\mathbf s|n\rangle .
\]

Therefore

\[
\boxed{(\mathbf T_{xc})_{mn}+(\mathbf T_{so})_{mn}=i(E_m-E_n)\,\mathbf s_{mn}} \tag{2}
\]

and, when \(E_m=E_n\),

\[
(\mathbf T_{xc})_{mn}=-(\mathbf T_{so})_{mn}. \tag{3}
\]

No expansion in the spin-orbit strength was made. Equation (3) includes \(m=n\), where it says that the mean spin of a stationary state does not change, so the mean torques balance. It also holds for any choice of basis within a degenerate level. In a crystal \(\mathbf s\) conserves the wave vector, so the useful pairs have the same \(\mathbf k\).

The right side of (2) is the whole correction at unequal energies. Each component of \(\mathbf s\) has eigenvalues \(\pm1/2\), so each component of the correction is at most \(|E_m-E_n|/2\) in magnitude.

Equation (2) was tested on a \(5\times5\) periodic grid with a random non-collinear exchange field and Rashba coupling, using the cross products of part (a). The largest error was \(1.8\times10^{-15}\), where the largest diagonal exchange torque was 0.145 in the same model units.

## (c) Where the cancellation fails

**Question.** What changes if (i) a magnetic field is applied, (ii) the states are computed without spin-orbit coupling, or (iii) they come from a finite basis?

**Solution.** (i) A field that acts on the spin adds \(H_Z=\mathbf h\cdot\boldsymbol\sigma\) and a torque \(\mathbf T_Z=\mathbf h\times\boldsymbol\sigma\). This joins the left side of (2), so at equal energy

\[
(\mathbf T_{xc})_{mn}+(\mathbf T_{so})_{mn}=-(\mathbf T_Z)_{mn}.
\]

(ii) For eigenstates of \(H_0+H_{xc}\), the argument of part (b) with \(\boldsymbol\Lambda=0\) gives \((\mathbf T_{xc})_{mn}=0\) at equal energy. But \((\mathbf T_{so})_{mn}\), taken between those same states, need not vanish. The two are then not opposite: the small spin mixing that makes the exchange torque nonzero has been left out of the states.

(iii) Let \(|n\rangle\) be approximate, with a real energy \(E_n\) and residual \(|r_n\rangle=(H-E_n)|n\rangle\). Then \(H|n\rangle=E_n|n\rangle+|r_n\rangle\) and \(\langle m|H=E_m\langle m|+\langle r_m|\). Inserting both in (1) gives

\[
(\mathbf T_{xc}+\mathbf T_{so})_{mn}=i(E_m-E_n)\mathbf s_{mn}
-i\langle m|\mathbf s|r_n\rangle+i\langle r_m|\mathbf s|n\rangle . \tag{4}
\]

Suppose the states diagonalize \(H\) within a finite basis. Their residuals are orthogonal to that basis. If it consists of orbitals times both spin directions, \(\mathbf s|m\rangle\) stays inside it, and both extra terms vanish. Equation (2) then holds even though the energies are approximate. In a basis not closed under \(\mathbf s\) the terms generally survive. On the grid above, a random 24-state basis of this second kind broke (2) by up to 0.437; with the residual terms the error fell to \(2.8\times10^{-16}\).

## (d) From torque to damping

**Question.** Let \(\mathbf b=-(\Delta/2)\mathbf m\), with \(\mathbf m\) a uniform unit vector along the spin polarization, at rest along \(z\). Find the damping constant \(\alpha\) for slow precession, with sharp levels in a dense spectrum.

**Solution.** Tilt \(\mathbf m\) by a small angle \(\theta\) towards \(x\). The Hamiltonian changes by \(\theta K\), where

\[
K=\frac{\partial H}{\partial m_x}=-\frac\Delta2\sigma_x .
\]

The \(y\) component of the exchange torque at \(\mathbf m=\hat z\) is \(b_z\sigma_x-b_x\sigma_z=-(\Delta/2)\sigma_x\). Hence \(K=T^y_{xc}\).

Let \(\theta=\theta_0\cos\Omega t\). Half of the cosine drives absorption, with amplitude \(\theta_0/2\). The golden rule, with emission subtracted from absorption, gives the power per atom

\[
P=\sum_{mn}\Omega\;2\pi\frac{\theta_0^2}{4}|K_{mn}|^2(f_m-f_n)\,\delta(E_n-E_m-\Omega).
\]

The sum includes the average over the Brillouin zone. At low temperature and small \(\Omega\), \(f_m-f_n\to\Omega\,\delta(E_F-E_m)\), and the remaining delta function sets \(E_n\) equal to \(E_m\) to leading order. Since the time average of \(\dot\theta^2\) is \(\theta_0^2\Omega^2/2\),

\[
P=\pi\sum_{mn}|K_{mn}|^2\delta(E_F-E_m)\delta(E_F-E_n)\;\overline{\dot\theta^2}. \tag{5}
\]

As a test, a half-filled ladder of 120 equally spaced levels, with couplings of equal magnitude and random phase, was driven by a weak Gaussian pulse in real time. The absorbed energy was 1.0000 times the value from (5).

Now find the same loss from the equation of motion of \(\mathbf m\). The spin per atom is \((N/2)\mathbf m\), where \(N\) is the spin moment in Bohr magnetons. With energy \(W(\mathbf m)\) and \(\mathbf g=\partial W/\partial\mathbf m\), the Gilbert equation for the spin direction is

\[
\dot{\mathbf m}=\frac2N\,\mathbf g\times\mathbf m-\alpha\,\mathbf m\times\dot{\mathbf m}.
\]

The damping term has the opposite sign for the spin and for the magnetic moment, because the two are antiparallel. Take \(\mathbf m\times\) of both sides. Since \(\mathbf m\cdot\dot{\mathbf m}=0\), \(\mathbf m\times(\mathbf m\times\dot{\mathbf m})=-\dot{\mathbf m}\), while \(\mathbf m\times(\mathbf g\times\mathbf m)=\mathbf g_\perp\), the part of \(\mathbf g\) normal to \(\mathbf m\). Thus

\[
\mathbf g_\perp=\frac N2\left(\mathbf m\times\dot{\mathbf m}-\alpha\dot{\mathbf m}\right),\qquad
\dot W=\mathbf g\cdot\dot{\mathbf m}=-\alpha\frac N2|\dot{\mathbf m}|^2 .
\]

Equating the loss with (5) gives

\[
\alpha=\frac{2\pi}{N}\sum_{mn}|T^y_{mn}|^2\,\delta(E_F-E_m)\,\delta(E_F-E_n). \tag{6}
\]

With fourfold symmetry about \(z\), the \(x\) torque gives the same value. Both delta functions demand equal energies, so by (3) either torque may stand in (6).

## (e) Levels with a width

**Question.** Scattering can be imitated by replacing each delta function with \(L(x)=(\eta/\pi)/(x^2+\eta^2)\). Compare the two forms of (6). What does each give without spin-orbit coupling?

**Solution.** The sum now runs over the band states of the clean crystal, each with a width. Terms with \(m=n\) must be included. A sharp level cannot absorb a quantum and stay the same level, but scattering spreads each band state over many exact levels close in energy, and transitions among these do absorb. Pairs with unequal energies contribute too. Write \(\omega=E_m-E_n\), and let \(T\) and \(s\) be the same component. From (2), \(T_{xc}=-T_{so}+i\omega s\) for each element, so

\[
|T_{xc}|^2=|T_{so}|^2+\omega^2|s|^2-2\,\mathrm{Re}(i\omega sT_{so}^*)
=|T_{so}|^2+\omega^2|s|^2+2\omega\,\mathrm{Im}(sT_{so}^*), \tag{7}
\]

because \(\mathrm{Re}(iz)=-\mathrm{Im}\,z\). The intraband terms, \(m=n\), still agree for every \(\eta\). The interband terms generally do not.

Let \(\xi=0\). Then \(T_{so}=0\), and the spin-orbit form gives no damping. That is the right answer: electron-electron interactions and a spin-independent lattice potential conserve the total spin, so in a uniform field it precesses as a whole without decay.

The exchange form behaves differently. An orbital level \(\varepsilon\) splits into a majority state at \(\varepsilon-\Delta/2\) and a minority state at \(\varepsilon+\Delta/2\). Between them \(|T^y_{xc}|^2=\Delta^2/4\), and the two orders of the pair double this. With \(a=E_F-\varepsilon-\Delta/2\) and \(b=a+\Delta\),

\[
\alpha^{(0)}_{xc}=\frac{\pi\Delta^2}{N}\sum_\varepsilon L(a)L(b).
\]

To separate the product, set \(A=a^2+\eta^2\) and \(B=b^2+\eta^2\). Direct multiplication gives

\[
bA-aB=ab(a-b)+\eta^2(b-a)=\Delta(\eta^2-ab),
\]

\[
A+B+\frac2\Delta(bA-aB)=a^2+b^2-2ab+4\eta^2=\Delta^2+4\eta^2 .
\]

Dividing the second line by \(AB(\Delta^2+4\eta^2)\),

\[
\frac1{AB}=\frac{1}{\Delta^2+4\eta^2}\left[\frac1A+\frac1B+\frac2\Delta\left(\frac bB-\frac aA\right)\right].
\]

Multiply by \((\eta/\pi)^2\) and insert the result in the sum. The terms \(L(a)+L(b)\) add up to the broadened density of states \(D\) per atom, both spins included:

\[
\alpha^{(0)}_{xc}=\frac{\eta}{N}\,\frac{\Delta^2}{\Delta^2+4\eta^2}
\left[D+\frac{2\eta}{\pi\Delta}\sum_\varepsilon\left(\frac bB-\frac aA\right)\right]
\simeq\frac{\eta D(E_F)}{N}. \tag{8}
\]

The last form is the leading order for \(\eta\ll\Delta\), with a smooth, nonzero density of states. The large factor \(\Delta^2\) in the torque has cancelled the small weight \(1/\Delta^2\) in the tail of a Lorentzian. What remains is damping made by the tails alone. It vanishes as \(\eta\to0\), but at finite \(\eta\) it contradicts spin conservation. A treatment of scattering that respects this conservation must also correct the torque operator for scattering (a vertex correction), and those terms must remove (8).

## (f) Numbers for a d-band ferromagnet

**Question.** Take five d orbitals per atom on a bcc lattice, with rough parameters in the regime of iron: \(\Delta=2.0\) eV, \(\xi=0.06\) eV, seven d electrons and lattice constant 2.9 Å. The nearest-neighbour hoppings are \(-0.60\), \(0.40\) and \(-0.10\) eV for σ, π and δ bonds; second-neighbour values are smaller by the factor 0.487. Examine one pair of bands, then the damping.

**Solution: one pair.** On the \(k_z\) axis, bands of different fourfold symmetry can cross. At \(k_z=1.149\) Å\(^{-1}\) two such bands have the same energy. With the free phase of the states chosen to make \(T^y_{xc}\) positive,

\[
T^y_{xc}=+0.05967\ \text{eV},\qquad T^y_{so}=-0.05967\ \text{eV}.
\]

This is (3) for two different states, with elements that are not zero. A step of 0.0345 Å\(^{-1}\) along the axis separates the levels by \(E_m-E_n=-0.1537\) eV. The torques become \(+0.05518\) and \(-0.05942\) eV. Their sum is \(-0.00424\) eV, equal to the printed value of \(i(E_m-E_n)s^y_{mn}\).

The size of this correction can be understood. Here \(n\) has an angular momentum \(J_z\) larger than that of \(m\) by one, modulo four. The operator \(s_x+is_y\) raises \(J_z\), so it cannot connect \(n\) to \(m\), and \(s^y_{mn}=is^x_{mn}\). Since \(T^y_{xc}=-\Delta s^x\),

\[
i\omega s^y_{mn}=-\omega s^x_{mn}=\frac{\omega}{\Delta}(T^y_{xc})_{mn}
=\frac{-0.1537}{2.0}\times0.05518\ \text{eV}=-0.00424\ \text{eV}.
\]

For this kind of pair the correction, relative to the exchange torque, is the energy difference divided by the exchange splitting. It is modest for nearby levels and large for levels about \(\Delta\) apart.

**Solution: the damping.** The model has \(N=2.82\). This value and \(E_F\) come from filling the unbroadened levels at 300 K, and both are held fixed for every \(\eta\). Filling the broadened levels instead lowers \(N\) (to about 2.5 at \(\eta=0.20\) eV), lowers the spin-orbit values below by about 4%, 13% and 6%, and moves the exchange values by up to 4%. With \(E_F\) and \(N\) fixed, the Lorentzian form of (6) gives

| \(\eta\) (eV) | \(\alpha\) from \(T_{so}\) | \(\alpha\) from \(T_{xc}\) |
|---|---|---|
| 0.05 | 0.00100 | 0.0267 |
| 0.10 | 0.00102 | 0.0534 |
| 0.20 | 0.00113 | 0.1126 |

At \(\eta=0.05\) eV, which corresponds to a level lifetime \(\hbar/2\eta=6.6\) fs, the exchange form is about 27 times larger. The intraband part is 0.00017 in both forms, so the disagreement is entirely interband. Equation (7) splits the exchange result into

\[
0.00100+0.02564+0.00007=0.02671 ,
\]

where the terms come from \(|T_{so}|^2\), \(\omega^2|s|^2\) and the mixed product. Nearly all of it is the squared correction.

Switching off spin-orbit coupling confirms the origin. The exchange form still gives 0.0257, while the leading term of (8) is

\[
\frac{\eta D}{N}=\frac{0.05\ \text{eV}\times1.361\ \text{eV}^{-1}}{2.819}\approx0.024 ,
\]

about 6% below the full sum. The factor \(\Delta^2/(\Delta^2+4\eta^2)=0.9975\) would lower the result slightly, so the difference comes from the second term in the bracket of (8). The full expression agreed with the direct torque sum in a test.

For small circular precession at angular frequency \(\Omega\), the energy per atom is \((N/2)\Omega\theta^2/2\) and the loss is \(\alpha(N/2)\Omega^2\theta^2\). The energy therefore decays at the rate \(2\alpha\Omega\), and the amplitude at \(\alpha\Omega\). At 10 GHz the amplitude decay time is 15.9 ns from the spin-orbit form and 0.60 ns from the exchange form. A designer using the second number would be misled by the broadening, not informed about the magnet.

**Sizes of neglected effects.** A 1 T field has a torque scale of \(5.8\times10^{-5}\) eV, and the quantum of 10 GHz is \(4.1\times10^{-5}\) eV; both are about a thousandth of the torque elements above. Thermal smearing of the Fermi edge at 300 K, with \(\eta\) and \(N\) held fixed, lowers the spin-orbit result by 2 to 3%. A coarser mesh, 36 divisions instead of 48, changes it by 0.4%, and a finer one of 70 by 0.2%; the finer mesh moves the exchange form from 0.02671 to 0.02665. The values without spin-orbit coupling, 0.0257 and \(D=1.361\) eV\(^{-1}\), move by about 1% with the mesh, so their last digits are uncertain. The spin-orbit strength matters far more: on the coarser mesh, raising \(\xi\) from 0.06 to 0.08 eV at fixed \(\eta\) raises \(\alpha\) from 0.00099 to 0.00182. A differently placed mesh of about 20,000 points in the primitive cell gives 0.00103 and 0.00188, so on coarse meshes these values are uncertain by about 3%; their ratio, about 1.8, is stable and close to \(\xi^2\) scaling.

**Beside real iron.** Iron has a moment of roughly 2.2 Bohr magnetons, so the model's 2.8 is high: with seven d electrons the largest possible value is 3, and the model is nearly saturated. The damping of good iron films is roughly 0.002. The spin-orbit result has that order of magnitude, but the agreement should not be pressed, since s and p bands, vertex corrections and correlation beyond the mean field are left out. Real devices also break the assumption of an isolated magnet. A film a few nanometres thick next to a heavy metal such as platinum loses spin through the interface, which can add roughly 0.01 to \(\alpha\), more than the whole bulk value found here.

The spin-orbit form depends weakly on \(\eta\) only in the range of the table: its intraband part grows as \(1/\eta\), reaching roughly 0.0008 of a total near 0.0013 at \(\eta=0.01\) eV. At so small a width the sum needs a very fine mesh, and a coarse one can be off by tens of percent, so these two figures are rough. The weak dependence in that range does not prove it correct at finite width, because it too lacks vertex corrections. Its advantage is definite but limited: it vanishes when spin-orbit coupling does. The complete numerical output follows.

## Computed values

```
grid test, largest identity error: 1.8e-15 (model units)
grid test, largest diagonal T_xc: 0.145 (model units)
non-product basis, plain identity error: 0.437 (model units)
non-product basis, with residuals: 2.8e-16 (model units)
pulse energy / dissipation law: 1.0000
exchange splitting: 2.00 eV
spin-orbit strength: 0.060 eV
hopping sigma, pi, delta: -0.60 0.40 -0.10 eV
second-neighbour hopping factor: 0.4871
d electrons per atom: 7.0
lattice constant: 2.90 angstrom
d-band width without exchange: 4.81 eV
Fermi energy: 0.8115 eV
spin moment N: 2.816 Bohr magnetons per atom
crossing at k_z: 1.14881 1/angstrom
crossing energy: -0.00668 eV
at crossing, T_xc: +0.059666 eV
at crossing, T_so: -0.059666 eV
step in k_z: 0.03448 1/angstrom
after step, E_m - E_n: -0.153747 eV
after step, T_xc: +0.055177 eV
after step, T_so: -0.059419 eV
after step, i(E_m-E_n)s: -0.004242 eV
eta 0.05 eV: alpha_so 0.00100, alpha_xc 0.02671
eta 0.10 eV: alpha_so 0.00102, alpha_xc 0.05343
eta 0.20 eV: alpha_so 0.00113, alpha_xc 0.11264
level lifetime at eta 0.05 eV: 6.58 fs
intraband alpha, T_so form, eta 0.05 eV: 0.00017
intraband alpha, T_xc form, eta 0.05 eV: 0.00017
squared-gap part of alpha_xc: +0.02564
mixed part of alpha_xc: +0.00007
ratio alpha_xc/alpha_so, eta 0.05 eV: 26.74
relaxation time at 10 GHz, alpha_so: 15.938 ns
relaxation time at 10 GHz, alpha_xc: 0.596 ns
no spin-orbit: moment N 2.819 Bohr magnetons per atom
no spin-orbit: density of states 1.361 1/eV per atom
no spin-orbit: alpha_xc from torque sum 0.02567
no spin-orbit: leading term eta*D/N 0.02415
mesh change of alpha_so: -0.38 %
mesh change of alpha_xc: -0.19 %
thermal energy at 300 K: 0.02585 eV
alpha_so with thermal smearing: 0.00098
alpha_so at xi 0.08 eV, coarse mesh: 0.00182
alpha_so at xi 0.06 eV, coarse mesh: 0.00099
torque scale of a 1 T field: 5.79e-05 eV
quantum of 10 GHz: 4.14e-05 eV
```
